\section*{Ghost interaction in the Hartree energy of a hydrogen 1s–2s ensemble}

\section{Problem}

Hartree atomic units are used throughout, the nucleus is a fixed point charge, and the Hamiltonian is nonrelativistic, $\hat H=-\tfrac12\nabla^2-1/r$. One electron is in the hydrogen $1s$ state $\phi_1$ with probability $1-w$ and in the $2s$ state $\phi_2$ with probability $w$, with the same spin projection in both. The ensemble density is
\begin{equation}
n_w=(1-w)\,n_1+w\,n_2,\qquad n_i=\phi_i^2 ,
\end{equation}
and the orbitals are real and are held fixed at their exact form. The Hartree energy and the Coulomb integrals are
\begin{equation}
E_H[n]=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
J_{ij}=\iint\frac{n_i(\mathbf r)\,n_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
The ghost interaction is the part of $E_H[n_w]$ that couples different members of the ensemble:
\begin{equation}
E_{GI}(w)=E_H[n_w]-E_H[(1-w)n_1]-E_H[w\,n_2].
\label{def}
\end{equation}
\begin{enumerate}
\item[(a)] For which $w$ does this ensemble minimize the ensemble energy, and what is its exact interaction energy?
\item[(b)] Express $E_H[n_w]$ and $E_{GI}(w)$ through the $J_{ij}$.
\item[(c)] Evaluate the $J_{ij}$, give $E_{GI}(w)$ and find its maximum.
\item[(d)] Compare $E_H[n_w]$ with the weighted sum $(1-w)E_H[n_1]+wE_H[n_2]$. Is $E_H[n_w]$ monotonic in $w$? Where is the share $E_{GI}/E_H$ largest?
\item[(e)] A functional removes the last two terms of \eqref{def} from $E_H[n_w]$ and keeps $E_{GI}$. What excitation energy does it give? Work out all quantities for $w=1/4$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Write $(1-w)A+wB=(1-2w)A+w(A+B)$ and bound each piece. Count the electrons in each member of the ensemble.
\item[(b)] $E_H$ is a quadratic form in the density.
\item[(c)] Average $1/|\mathbf r-\mathbf r'|$ over the angle between $\mathbf r$ and $\mathbf r'$ and build the potential of each spherical density.
\item[(d)] Integrate $J_{ij}$ by parts until only enclosed charges appear; signs and inequalities can then be read off. For the share, use $t=w/(1-w)$.
\item[(e)] The exact ensemble energy is linear in $w$, so both its slope and its difference quotient from $w=0$ can serve as the excitation energy.
\end{enumerate}

\section{Solution}

\subsection{(a) Range of the weight and the exact interaction}

Write $\phi_i=u_i(r)/(r\sqrt{4\pi})$ with
\begin{equation}
u_1=2r\,e^{-r},\qquad u_2=\frac{1}{\sqrt8}\,(2r-r^2)\,e^{-r/2}.
\end{equation}
Two differentiations give $u_1''=2(r-2)e^{-r}$ and $\sqrt8\,u_2''=(-4+\tfrac52r-\tfrac14r^2)e^{-r/2}$, so
\begin{align}
-\tfrac12u_1''-\frac{u_1}{r}&=(2-r-2)\,e^{-r}=-\tfrac12u_1,\\
\sqrt8\Big(-\tfrac12u_2''-\frac{u_2}{r}\Big)&=\big(2-\tfrac54r+\tfrac18r^2-2+r\big)e^{-r/2}=-\tfrac18\sqrt8\,u_2 .
\end{align}
The functions have no node and one node, so they are the two lowest $s$ states, with $E_1=-1/2$, $E_2=-1/8$ and excitation energy $\omega=E_2-E_1=3/8$.

Let $a$ and $b$ be any orthonormal pair of one-electron states with the given spin projection, with energies $A=\langle a|\hat H|a\rangle$ and $B=\langle b|\hat H|b\rangle$. Expand both in eigenstates $k$ of $\hat H$, ordered by energy (the sum includes the continuum), and set $p_k=|a_k|^2+|b_k|^2$. Normalization gives $\sum_kp_k=2$. No $p_k$ is negative, and $p_1$ is the squared length of the projection of the unit vector $\phi_1$ on the plane of $a$ and $b$, so $p_1\le1$. Then
\begin{align}
A+B-E_1-E_2&=\sum_kp_k(E_k-E_2)+2E_2-E_1-E_2\nonumber\\
&=(1-p_1)(E_2-E_1)+\sum_{k\ge3}p_k(E_k-E_2)\ \ge 0 .
\end{align}
Also $A\ge E_1$. If $1-2w\ge0$ the two bounds add with nonnegative coefficients:
\begin{equation}
(1-w)A+wB=(1-2w)A+w(A+B)\ \ge\ (1-w)E_1+wE_2 .
\end{equation}
This is the Gross--Oliveira--Kohn (GOK) variational principle for two states, valid for $0\le w\le1/2$. For $w>1/2$ it fails: taking $a=\phi_2$, $b=\phi_1$ changes the energy by $(1-2w)\omega<0$. Since $2s$ is degenerate with $2p$, the minimum is also reached with a $2p$ state, which has a different density; the ensemble treated here is the minimizer among $l=0$ states. The algebra below holds for all $0\le w\le1$, and only its variational meaning is confined to $w\le1/2$.

Each member of the ensemble holds one electron, and the repulsion operator $\hat W$, a sum over pairs, is then empty: $\sum_Iw_I\langle\Psi_I|\hat W|\Psi_I\rangle=0$. For $w\le1/2$ the noninteracting Kohn--Sham ensemble with density $n_w$ is the hydrogen ensemble itself: the density fixes the nuclear energy, so the ensemble that minimizes the total energy also minimizes the kinetic energy at that density. This argument does not extend to $w>1/2$. The kinetic and nuclear energies already add up to the exact
\begin{equation}
E_{\rm exact}(w)=E_1+w\,\omega ,
\label{exact}
\end{equation}
and for $w\le1/2$ the exact exchange-correlation energy, defined as the remainder, is $E_{xc}^w[n_w]=-E_H[n_w]$. The whole Hartree energy is spurious here, and the ghost interaction is one of its three parts.

\subsection{(b) Decomposition}

Multiplying out $n_w(\mathbf r)n_w(\mathbf r')$ gives $(1-w)^2n_1n_1'+w^2n_2n_2'+w(1-w)(n_1n_2'+n_2n_1')$, where a prime marks the argument $\mathbf r'$. The two cross terms give equal integrals, because the kernel is symmetric under $\mathbf r\leftrightarrow\mathbf r'$, and together they cancel the factor $\tfrac12$:
\begin{equation}
E_H[n_w]=\tfrac12(1-w)^2J_{11}+\tfrac12w^2J_{22}+w(1-w)J_{12}.
\label{split}
\end{equation}
The first two terms are $E_H[(1-w)n_1]$ and $E_H[wn_2]$, the self-interactions of the two members. Hence $E_{GI}=w(1-w)J_{12}$. It is the repulsion between a charge $1-w$ in the $1s$ cloud and a charge $w$ in the $2s$ cloud, although the electron is in one state or the other and the two charges are never present together.

\subsection{(c) The integrals}

\paragraph{Reduction to one dimension.} With $c$ the cosine of the angle between $\mathbf r$ and $\mathbf r'$,
\begin{equation}
\frac12\int_{-1}^{1}\frac{dc}{\sqrt{r^2+r'^2-2rr'c}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac{1}{\max(r,r')},
\end{equation}
because the antiderivative of the integrand is $-\sqrt{r^2+r'^2-2rr'c}/(rr')$. A spherical charge with radial density $P(r)=4\pi r^2n(r)$ and enclosed charge $Q(r)=\int_0^rP\,ds$ therefore has the potential
\begin{equation}
v(r)=\frac{Q(r)}{r}+\int_r^\infty\frac{P(s)}{s}\,ds,\qquad J_{ij}=\int_0^\infty P_i\,v_j\,dr .
\label{pot}
\end{equation}
Differentiation gives $v'=P/r-Q/r^2-P/r=-Q/r^2$. Integrating $J_{ij}$ by parts with $P_i=Q_i'$, the boundary term $Q_iv_j$ vanishes at $r=0$ ($Q_i=0$, $v_j$ finite) and at infinity ($v_j\to0$, $Q_i$ finite), which leaves the field form
\begin{equation}
J_{ij}=\int_0^\infty\frac{Q_iQ_j}{r^2}\,dr .
\label{field}
\end{equation}
No sign of $P$ was assumed. The remaining tool, from repeated integration by parts, is
\begin{equation}
\int_r^\infty s^ne^{-as}ds=e^{-ar}\sum_{k=0}^n\frac{n!}{k!}\frac{r^k}{a^{\,n-k+1}},
\end{equation}
which equals $n!/a^{n+1}$ at $r=0$.

\paragraph{The $1s$ potential.} With $P_1=u_1^2=4r^2e^{-2r}$,
\begin{align}
\int_r^\infty P_1\,ds&=4e^{-2r}\big(\tfrac12r^2+\tfrac12r+\tfrac14\big)=e^{-2r}(1+2r+2r^2),\\
\int_r^\infty\frac{P_1}{s}\,ds&=4e^{-2r}\big(\tfrac12r+\tfrac14\big)=e^{-2r}(1+2r).
\end{align}
The first line equals 1 at $r=0$, which confirms the normalization, so $Q_1=1-e^{-2r}(1+2r+2r^2)$. The second line at $r=0$ gives $\langle1/r\rangle_1=1$. By \eqref{pot},
\begin{equation}
v_1=\frac1r-e^{-2r}\Big(\frac1r+2+2r-1-2r\Big)=\frac1r-e^{-2r}\Big(\frac1r+1\Big).
\end{equation}

\paragraph{The $2s$ potential.} With $P_2=u_2^2=\tfrac18(4r^2-4r^3+r^4)e^{-r}$,
\begin{align}
\int_r^\infty P_2\,ds&=\tfrac18e^{-r}\big[4(r^2+2r+2)-4(r^3+3r^2+6r+6)\nonumber\\
&\qquad+(r^4+4r^3+12r^2+24r+24)\big]\nonumber\\
&=e^{-r}\big(1+r+\tfrac12r^2+\tfrac18r^4\big),\\
\int_r^\infty\frac{P_2}{s}\,ds&=\tfrac18e^{-r}\big[4(r+1)-4(r^2+2r+2)+(r^3+3r^2+6r+6)\big]\nonumber\\
&=e^{-r}\big(\tfrac14+\tfrac14r-\tfrac18r^2+\tfrac18r^3\big).
\end{align}
So $Q_2=1-e^{-r}(1+r+\tfrac12r^2+\tfrac18r^4)$, $\langle1/r\rangle_2=1/4$, and
\begin{align}
v_2&=\frac1r-e^{-r}\Big(\frac1r+1+\frac r2+\frac{r^3}8-\frac14-\frac r4+\frac{r^2}8-\frac{r^3}8\Big)\nonumber\\
&=\frac1r-e^{-r}\Big(\frac1r+\frac34+\frac r4+\frac{r^2}{8}\Big).
\end{align}

\paragraph{The three integrals.} In each, the $1/r$ term of $v_j$ gives $\langle1/r\rangle_i$ and the exponential term is subtracted. First,
\begin{equation}
J_{11}=1-4\int_0^\infty(r+r^2)e^{-4r}dr=1-4\Big(\frac1{16}+\frac2{64}\Big)=1-\frac38=\frac58 .
\end{equation}
For $J_{12}=\int P_2v_1\,dr$ the polynomial is $(4r^2-4r^3+r^4)(1/r+1)=4r-3r^3+r^4$, the $r^2$ terms cancelling, and
\begin{equation}
J_{12}=\frac14-\frac18\Big(\frac49-\frac{3\cdot6}{81}+\frac{24}{243}\Big)=\frac14-\frac18\cdot\frac{108-54+24}{243}=\frac14-\frac{13}{324}=\frac{17}{81}.
\end{equation}
The same integral taken as $\int P_1v_2\,dr$ checks $v_2$:
\begin{align}
J_{12}&=1-4\int_0^\infty\big(r+\tfrac34r^2+\tfrac14r^3+\tfrac18r^4\big)e^{-3r}dr\nonumber\\
&=1-4\Big(\frac19+\frac1{18}+\frac1{54}+\frac1{81}\Big)=1-4\cdot\frac{18+9+3+2}{162}=\frac{17}{81}.
\end{align}
For $J_{22}=\int P_2v_2\,dr$, multiplying $4r^2-4r^3+r^4$ by the four terms of the bracket in $v_2$ gives
\begin{align}
&(4r-4r^2+r^3)+(3r^2-3r^3+\tfrac34r^4)+(r^3-r^4+\tfrac14r^5)\nonumber\\
&\quad+(\tfrac12r^4-\tfrac12r^5+\tfrac18r^6)=4r-r^2-r^3+\tfrac14r^4-\tfrac14r^5+\tfrac18r^6 .
\end{align}
Integrated against $e^{-2r}$, the six terms are $1,\ -\tfrac28,\ -\tfrac6{16},\ \tfrac6{32},\ -\tfrac{30}{64},\ \tfrac{90}{128}$, with sum $(128-32-48+24-60+90)/128=102/128$. Hence
\begin{equation}
J_{22}=\frac14-\frac18\cdot\frac{102}{128}=\frac14-\frac{51}{512}=\frac{77}{512}.
\end{equation}

\paragraph{Result.}
\begin{equation}
E_{GI}(w)=\frac{17}{81}\,w(1-w).
\end{equation}
It vanishes for the pure states $w=0$ and $w=1$, grows as $J_{12}w$ for small $w$, with $J_{12}=0.209877$ hartree $=5.711$ eV, and has slope $(1-2w)J_{12}$. The maximum is at $w=1/2$, the edge of the GOK range, where $E_{GI}=17/324=0.052469$ hartree $=1.428$ eV.

\subsection{(d) Dependence of the Hartree energy on the weight}

\paragraph{Curvature.} Ordering \eqref{split} by powers of $w$, with $(1-w)^2=1-2w+w^2$,
\begin{equation}
E_H[n_w]=\tfrac12J_{11}-(J_{11}-J_{12})\,w+D\,w^2,\qquad D=\tfrac12(J_{11}+J_{22}-2J_{12}).
\label{poly}
\end{equation}
Over the common denominator $41472=512\cdot81$,
\begin{equation}
D=\frac12\cdot\frac{25920+6237-17408}{41472}=\frac{14749}{82944}=0.177819 .
\end{equation}
Its sign follows without these numbers, since \eqref{field} gives $D=\tfrac12\int(Q_1-Q_2)^2r^{-2}dr=E_H[n_1-n_2]>0$. The weighted sum is $\tfrac12J_{11}+\tfrac12(J_{22}-J_{11})w$. Subtracting it from \eqref{poly}, the coefficient of $w$ becomes $-J_{11}+J_{12}-\tfrac12J_{22}+\tfrac12J_{11}=-D$, so
\begin{equation}
E_H[n_w]-(1-w)E_H[n_1]-wE_H[n_2]=-w(1-w)D .
\label{curv}
\end{equation}
The Hartree energy of the ensemble density lies below the weighted sum although it contains a positive ghost term. The self terms enter \eqref{split} with squared weights, which lowers them by $\tfrac12w(1-w)(J_{11}+J_{22})$ relative to the weighted sum, and this loss exceeds the gain $w(1-w)J_{12}$. The deviation from linearity and the ghost interaction have the same shape in $w$ and opposite signs, and they are different quantities.

\paragraph{Monotonicity.} The slope of \eqref{poly}, $-(J_{11}-J_{12})+2Dw$, increases with $w$. It runs from $-(J_{11}-J_{12})=-269/648=-0.415123$ at $w=0$ to $-J_{11}+J_{12}+2D=J_{22}-J_{12}=-2467/41472=-0.059486$ at $w=1$. It is negative throughout, so $E_H[n_w]$ falls monotonically. The reason is that the $1s$ cloud encloses more charge than the $2s$ cloud at every radius. The statement $Q_1>Q_2$ is equivalent to $1+2r+2r^2<e^{r}(1+r+\tfrac12r^2+\tfrac18r^4)$, and since $e^r>1+r+\tfrac12r^2$ for $r>0$, the right side exceeds $(1+r+\tfrac12r^2)^2=1+2r+2r^2+r^3+\tfrac14r^4$. With $Q_1>Q_2>0$, the field form gives $J_{11}>J_{12}>J_{22}$.

\paragraph{Share of the ghost term.} Dividing numerator and denominator by $w(1-w)$ and setting $t=w/(1-w)$, which increases with $w$,
\begin{equation}
\frac{E_{GI}}{E_H}=\frac{J_{12}}{J_{12}+g(t)},\qquad g(t)=\frac12\Big(\frac{J_{11}}{t}+J_{22}\,t\Big).
\end{equation}
The derivative $g'=\tfrac12(J_{22}-J_{11}/t^2)$ is negative below $t^*=\sqrt{J_{11}/J_{22}}$ and positive above, and $g(t^*)=\sqrt{J_{11}J_{22}}$. With $w=t/(1+t)$,
\begin{equation}
w^*=\frac{\sqrt{J_{11}}}{\sqrt{J_{11}}+\sqrt{J_{22}}}=0.6709,\qquad
\frac{E_{GI}}{E_H}\bigg|_{w^*}=\frac{J_{12}}{J_{12}+\sqrt{J_{11}J_{22}}}=0.4064 .
\end{equation}
The Cauchy--Schwarz inequality applied to $Q_1/r$ and $Q_2/r$ in \eqref{field} gives $J_{12}\le\sqrt{J_{11}J_{22}}$, so for two spherical states the share cannot exceed $1/2$; that bound is reached only for proportional $Q_i$. Because $J_{11}>J_{22}$, $w^*$ lies above $1/2$, and within the GOK range the share rises steadily to $0.351$. Energies in the table are in hartree; the last two rows lie outside the GOK range.
\begin{center}
\begin{tabular}{cccccc}
$w$ & self $1s$ & self $2s$ & $E_{GI}$ & $E_H$ & share\\
0.00 & 0.3125 & 0.0000 & 0.0000 & 0.3125 & 0.000\\
0.10 & 0.2531 & 0.0008 & 0.0189 & 0.2728 & 0.069\\
0.25 & 0.1758 & 0.0047 & 0.0394 & 0.2198 & 0.179\\
0.50 & 0.0781 & 0.0188 & 0.0525 & 0.1494 & 0.351\\
0.75 & 0.0195 & 0.0423 & 0.0394 & 0.1012 & 0.389\\
1.00 & 0.0000 & 0.0752 & 0.0000 & 0.0752 & 0.000
\end{tabular}
\end{center}

\subsection{(e) Excitation energy and the case $w=1/4$}

At fixed exact orbitals the kinetic and nuclear energies sum to \eqref{exact}. A functional that leaves an interaction $w(1-w)G$ gives $E(w)=E_1+w\omega+w(1-w)G$, and the two estimates of $\omega$ are
\begin{equation}
\frac{dE}{dw}=\omega+(1-2w)\,G,\qquad \frac{E(w)-E(0)}{w}=\omega+(1-w)\,G .
\label{exc}
\end{equation}
Here $G=J_{12}$. Both estimates tend to $\omega+J_{12}=0.5849$ hartree as $w\to0$, an error of $0.5597$ relative to $\omega$: the ghost energy vanishes at small weight, but linearly, like the signal $w\omega$. At $w=1/2$ the slope is exact although $E_{GI}$ is largest there, while the difference quotient is still too high by $G/2$. These statements hold for fixed orbitals; a self-consistent minimization would change the orbitals and the numbers.

For $w=1/4$, $w(1-w)=0.1875$, and in hartree
\begin{align}
\text{self }1s&=\tfrac12(0.75)^2\times0.625=0.175781,\\
\text{self }2s&=\tfrac12(0.25)^2\times0.150391=0.004700,\\
E_{GI}&=0.1875\times0.209877=0.039352,\\
E_H[n_w]&=0.175781+0.004700+0.039352=0.219833 .
\end{align}
The ghost term is $1.071$ eV, a share $0.039352/0.219833=0.179$ of $E_H$. The weighted sum is $0.75\times0.3125+0.25\times0.075195=0.253174$, and $0.219833-0.253174=-0.033341$ agrees with $-0.1875\times0.177819$ from \eqref{curv}. The exact ensemble energy is $-0.5+0.25\times0.375=-0.40625$. The estimates \eqref{exc} are
\begin{align}
dE/dw&=0.375+0.5\times0.209877=0.4799,\\
[E(w)-E(0)]/w&=0.375+0.75\times0.209877=0.5324,
\end{align}
that is $13.06$ eV and $14.49$ eV, against $\omega=0.375$ hartree $=10.20$ eV. The six-digit values are exact fractions of this model in decimal form and do not claim that accuracy for the real atom. The numerical check tests these formulas by symbolic algebra, by two-dimensional quadrature of the definitions, and in a basis of 30 $s$ Gaussians, where $E_H[n_{1/4}]=0.219833$ hartree.

\section{Variation 1: exchange from the ensemble density matrix}

\emph{Add to $E_H[n_w]$ the exchange energy $E_x=-\tfrac12\sum_\sigma\iint\gamma_\sigma(\mathbf r,\mathbf r')^2/|\mathbf r-\mathbf r'|$ of the ensemble density matrix of each spin $\sigma$. What is left, for equal and for opposite spins of the two states?}

For equal spins $\gamma=(1-w)\phi_1\phi_1'+w\phi_2\phi_2'$, and
\begin{equation}
\gamma^2=(1-w)^2n_1n_1'+w^2n_2n_2'+2w(1-w)\rho\rho',\qquad\rho=\phi_1\phi_2 .
\end{equation}
The first two terms cancel the self terms of \eqref{split}. With $K_{12}=\iint\rho\rho'/|\mathbf r-\mathbf r'|$,
\begin{equation}
E_H+E_x=w(1-w)(J_{12}-K_{12}).
\end{equation}
The radial density of $\rho$ is $u_1u_2=(2r^2-r^3)e^{-3r/2}/\sqrt2$. Since $\frac{d}{dr}\big[\tfrac23r^3e^{-3r/2}\big]=(2r^2-r^3)e^{-3r/2}$, the enclosed charge is $Q_{12}=\tfrac{\sqrt2}{3}r^3e^{-3r/2}$, and \eqref{field}, which admits signed densities, gives
\begin{equation}
K_{12}=\frac29\int_0^\infty r^4e^{-3r}dr=\frac29\cdot\frac{24}{243}=\frac{16}{729},\qquad
J_{12}-K_{12}=\frac{153-16}{729}=\frac{137}{729}.
\end{equation}
Exchange removes only $16/153$ of the ghost term. What remains has a direct meaning. The spatial function $\Psi=(\phi_1\phi_2'-\phi_2\phi_1')/\sqrt2$ of two electrons with parallel spins has $\Psi^2=\tfrac12(n_1n_2'+n_2n_1')-\rho\rho'$, so its repulsion is $J_{12}-K_{12}=0.187929$ hartree $=5.114$ eV. The functional assigns the weight $w(1-w)$ to a two-electron $1s2s$ triplet that the ensemble does not contain. At $w=1/4$ the remainder is $0.1875\times0.187929=0.035237$ hartree $=0.959$ eV, and \eqref{exc} with $G=J_{12}-K_{12}$ gives $0.4690$ hartree ($12.76$ eV) and $0.5159$ hartree ($14.04$ eV). As $w\to0$ the error relative to $\omega$ is $0.5011$.

For opposite spins $\gamma_\uparrow=(1-w)\phi_1\phi_1'$ and $\gamma_\downarrow=w\phi_2\phi_2'$. No $\rho\rho'$ term arises, the self terms cancel, and the full $w(1-w)J_{12}$ is left, which realizes the functional of part (e). This ensemble has the same density $n_w$ and the same exact energy as the equal-spin one. Once spin may vary, neither is a GOK minimizer for $w>0$, since $1s$ with either spin then supplies the two lowest states; the equal-spin ensemble is a minimizer only within its fixed spin projection. Evaluating the same expressions state by state leaves nothing: for a single orbital $\gamma_I^2=n_In_I'$, so $\sum_Iw_I(E_H[n_I]+E_x[\gamma_I])=0$. The ghost term arises from inserting a weight-averaged quantity into a quadratic form.

\section{Variation 2: nuclear charge $Z$}

\emph{Repeat for a one-electron ion with $\hat H_Z=-\tfrac12\nabla^2-Z/r$.}

Under $\mathbf x=Z\mathbf r$, $\nabla_r^2=Z^2\nabla_x^2$ and $Z/r=Z^2/x$, so $\hat H_Z$ is $Z^2$ times the hydrogen Hamiltonian in $\mathbf x$. The normalized orbitals are $Z^{3/2}\phi_i(Z\mathbf r)$ and $\omega_Z=\tfrac38Z^2$. In $J_{ij}$ the two densities supply $Z^6$, the two volume elements $Z^{-6}$, and $1/|\mathbf r-\mathbf r'|=Z/|\mathbf x-\mathbf x'|$, so every Coulomb and exchange integral is multiplied by $Z$:
\begin{equation}
E_{GI}=\frac{17}{81}\,Z\,w(1-w),\qquad \frac{J_{12}(Z)}{\omega_Z}=\frac{17}{81}\cdot\frac{8}{3}\cdot\frac1Z .
\end{equation}
The shares $E_{GI}/E_H$ and the weight $w^*$ are ratios of integrals and do not depend on $Z$. The ghost energy grows with $Z$, while its effect relative to the excitation energy falls as $1/Z$, within the nonrelativistic point-nucleus model, which loses validity at large $Z$. For Li$^{2+}$, computed in the same unscaled Gaussian basis, $J_{12}=0.62963$ and $\omega=3.37500$ hartree, in agreement with $3\times0.209877$ and $9\times0.375$. The ratio is $0.62963/3.375=0.1866$, one third of the hydrogen value $0.5597$.

\section*{Numbers as computed}
\begin{verbatim}
1 hartree = 27.211386 eV
<1/r>_1s = 1, <1/r>_2s = 1/4 (1/bohr)
screening parts (hartree): 11: 3/8, 12: 13/324, 22: 51/512
J11 = 5/8 = 0.625000 hartree
J22 = 77/512 = 0.150391 hartree
J12 = 17/81 = 0.209877 hartree
K12 = 16/729 = 0.021948 hartree
J12-K12 = 137/729 = 0.187929 hartree
D = 14749/82944 = 0.177819 hartree
J11-J12 = 269/648 = 0.415123 hartree
J22-J12 = -2467/41472 = -0.059486 hartree
J12 = 5.7110 eV, J12-K12 = 5.1138 eV
triplet 1s2s repulsion by quadrature = 0.187929 hartree
omega exact = 0.375000 hartree = 10.2043 eV
Gaussian basis: E1 = -0.500000, E2 = -0.125000 hartree
max ghost (w=0.5) = 17/324 = 0.052469 hartree = 1.4278 eV
max ghost share = 0.4064 at w* = 0.6709
table (hartree): w, self1s, self2s, ghost, E_H, ghost share, -w(1-w)D
0.00 0.312500 0.000000 0.000000 0.312500 0.0000 0.000000
0.10 0.253125 0.000752 0.018889 0.272766 0.0692 -0.016004
0.20 0.200000 0.003008 0.033580 0.236588 0.1419 -0.028451
0.25 0.175781 0.004700 0.039352 0.219833 0.1790 -0.033341
0.30 0.153125 0.006768 0.044074 0.203967 0.2161 -0.037342
0.40 0.112500 0.012031 0.050370 0.174902 0.2880 -0.042677
0.50 0.078125 0.018799 0.052469 0.149393 0.3512 -0.044455
0.75 0.019531 0.042297 0.039352 0.101180 0.3889 -0.033341
1.00 0.000000 0.075195 0.000000 0.075195 0.0000 0.000000
worked example w = 0.25, w(1-w) = 0.1875
exact ensemble energy = -0.406250 hartree
E_H formula = 0.219833, Gaussian basis = 0.219833 hartree
ghost = 0.039352 hartree = 1.0708 eV
weighted sum of state E_H = 0.253174 hartree
opposite spins: leftover = 0.039352 hartree = 1.0708 eV
  dE/dw = 0.479938 hartree = 13.0598 eV
  [E(w)-E(0)]/w = 0.532407 hartree = 14.4875 eV
  w->0 limit = 0.584877 hartree, relative error = 0.5597
equal spins: leftover = 0.035237 hartree = 0.9588 eV
  dE/dw = 0.468964 hartree = 12.7612 eV
  [E(w)-E(0)]/w = 0.515947 hartree = 14.0396 eV
  w->0 limit = 0.562929 hartree, relative error = 0.5011
Z=3: J12 = 0.62963, omega = 3.37500 hartree, ratio = 0.1866
\end{verbatim}
